# Conditions for Phonon Poiseuille Flow in a Ribbon

## Problem

A long ribbon of width $W$ carries heat along its length $x$; the coordinate across it is $y$, with edges at $y=\pm W/2$. Treat the phonons as two-dimensional, with a single speed $v$ and frequency $\omega=vk$. Normal collisions, which conserve crystal momentum, have free path $l_N$. Resistive collisions, which destroy it, have free path $l_R$. Both paths are taken independent of frequency. The edges are rough and re-emit phonons equally in all directions.

(a) Find the drift profile and the thermal conductivity when $l_N$ is short.

(b) How large must $l_N l_R$ be compared with $W^2$, and how small must $l_N$ be compared with $W$, for the flow to be of Poiseuille type: a parabolic profile with conductivity proportional to $W^2$?

(c) A graphite heat-spreading ribbon near 70 K has, roughly, $W=1.5$ µm, $l_N=0.2$ µm, $l_R=20$ µm, $v=4$ km/s and heat capacity $C=0.15$ MJ/(m³ K). Is its heat flow of Poiseuille type?

## Solution

### The kinetic equation

Let $\mathbf s$ be the unit vector along a phonon's motion, and let $G=-(dT/dx)/T$. Write the distribution as the local Bose function $f_0$ plus a small deviation,

$$f=f_0+T\frac{\partial f_0}{\partial T}\,\varphi(y,\mathbf s).$$

Normal collisions drive $f$ towards a distribution drifting with velocity $V$ along $x$, which is $f_0(\omega-ks_xV)\approx f_0-(\partial f_0/\partial\omega)\,ks_xV$. Since $k=\omega/v$, and since $f_0$ depends on $\omega/T$ alone, $-\omega\,\partial f_0/\partial\omega=T\,\partial f_0/\partial T$. The drifting distribution therefore has $\varphi=Us_x$ with $U=V/v$. Resistive collisions drive $\varphi$ to zero. In the steady state, to first order in the gradient,

$$s_y\frac{\partial\varphi}{\partial y}-Gs_x=-\frac{\varphi-Us_x}{l_N}-\frac{\varphi}{l_R}. \qquad (1)$$

Angle brackets denote the average over directions in the plane, so $\langle s_x^2\rangle=1/2$. Normal collisions conserve momentum if $\langle s_x(\varphi-Us_x)\rangle=0$, which gives $U=2\langle s_x\varphi\rangle$. The heat flux is $q=CTv\langle s_x\varphi\rangle=CTvU/2$. Averaging over the width and dividing by $-dT/dx=GT$ gives

$$\kappa=\tfrac12CvL,\qquad L=\frac{\overline U}{G},$$

where $L$ is an effective free path.

### Momentum balance and viscosity

Multiply (1) by $2s_x$ and average. The normal-collision term vanishes, and with $P=\langle s_xs_y\varphi\rangle$

$$2\frac{dP}{dy}+\frac{U}{l_R}=G. \qquad (2)$$

The gradient supplies momentum, resistive collisions remove some of it, and the rest flows to the edges.

To find $P$, suppose that $U$ varies little over one free path. Then $\varphi=Us_x+\varphi_1$ with $\varphi_1$ small. Put this into (1) and drop $s_y\,\partial\varphi_1/\partial y$:

$$\varphi_1=-l\left[s_xs_yU'+s_x\left(\frac{U}{l_R}-G\right)\right],\qquad \frac1l=\frac1{l_N}+\frac1{l_R}.$$

The terms in $\varphi$ proportional to $s_x$ alone do not contribute to $P$, because $\langle s_x^2s_y\rangle=0$. The leading part of the dropped term would add $l^2s_xs_y^2U''$ to $\varphi_1$. This is small beside the $U'$ term but of the same order as the second term in the bracket; it is even in $s_y$, so it does not contribute to $P$ either. With $\langle s_x^2s_y^2\rangle=1/8$ and $l\approx l_N$ for $l_N\ll l_R$, we have $P=-l_NU'/8$, and (2) becomes

$$-\frac{l_N}{4}U''+\frac{U}{l_R}=G. \qquad (3)$$

### Part (a)

Divide the homogeneous part of (3) by $l_N/4$. Its solutions vary over the length $D=\tfrac12\sqrt{l_Nl_R}$. This is roughly how far drift momentum diffuses sideways before resistive collisions destroy it. A particular solution is $U=Gl_R$. With $U=0$ at the edges,

$$U=Gl_R\left[1-\frac{\cosh(y/D)}{\cosh(W/2D)}\right].$$

The mean of $\cosh(y/D)$ over the width is $(2D/W)\sinh(W/2D)$, so

$$L=l_R\left[1-\frac{\tanh X}{X}\right],\qquad X=\frac{W}{2D}=\frac{W}{\sqrt{l_Nl_R}}. \qquad (4)$$

Averaging (2) over the width shows that resistive collisions take the fraction $L/l_R$ of the momentum. The edges take the remainder, $\tanh X/X$.

### Part (b): the product of the free paths

For small $X$, $\tanh X=X-X^3/3+2X^5/15-\dots$, and (4) becomes

$$L=l_R\left[\frac{X^2}{3}-\frac{2X^4}{15}+\dots\right]=\frac{W^2}{3l_N}\left[1-\frac25\,\frac{W^2}{l_Nl_R}+\dots\right]. \qquad (5)$$

The leading term is Poiseuille flow: it grows as $W^2$ and does not contain $l_R$. The condition for it is $l_Nl_R\gg W^2$. Nothing abrupt happens at equality. There, without slip, the edges still take 76% of the momentum, and $L$ is 0.72 of its Poiseuille value. To hold the correction to about 10%, the product must be about $4W^2$.

In the opposite limit, $X\gg1$, (4) gives $L\approx l_R(1-1/X)$. The drift is then flat except within about $D$ of each edge, and the conductivity approaches that of a wide sample.

### Part (b): the normal free path

The condition $U=0$ at the edge cannot hold strictly, because phonons arriving there bring drift from about one free path away. Consider the edge $y=-W/2$, where the drift is $U_w$. Phonons leaving it are isotropic and have $\varphi=0$. Following Maxwell's estimate, let the arriving ones, with $s_y<0$, keep the interior form $\varphi=U_ws_x-l_NU's_xs_y$. Over the arriving half of the directions, still dividing by the full circle, the averages are $\langle s_x^2s_y\rangle=-1/(3\pi)$ and $\langle s_x^2s_y^2\rangle=1/16$. The stress at the edge must match the interior stress:

$$-\frac{U_w}{3\pi}-\frac{l_NU'}{16}=-\frac{l_NU'}{8}
\quad\Rightarrow\quad U_w=\zeta U',\qquad \zeta=\frac{3\pi}{16}l_N\approx0.59\,l_N.$$

Without resistive collisions, integrating (3) from the edge to the centre, where $U'=0$, gives $U'=2GW/l_N$ at the edge. Slip therefore adds $2\zeta W/l_N$ to $L$. Relative to $W^2/(3l_N)$ this is

$$\frac{6\zeta}{W}=\frac{9\pi}{8}\frac{l_N}{W}\approx3.5\,\frac{l_N}{W}. \qquad (6)$$

The large coefficient gives "much shorter" a definite meaning: a 10% correction needs $W\approx35\,l_N$.

Both coefficients can be tested without assuming a viscosity or a slip length. Integrating (1) along a ray that left the lower edge gives, for $s_y>0$,

$$\varphi(y)=\frac{s_x}{s_y}\int_{-W/2}^{y}\left[\frac{U(y')}{l_N}+G\right]e^{-(y-y')/(ls_y)}\,dy',$$

with the mirror-image expression for $s_y<0$. Inserting both into $U=2\langle s_x\varphi\rangle$ gives an integral equation for $U$, which was solved numerically. At $W=35.3\,l_N$ with negligible resistance, $L$ is 1.11 times the Poiseuille value, against 1.10 from (6). At $l_Nl_R=4W^2$ and $W=50\,l_N$, resistance multiplies $L$ by 0.905, against 0.90 from (5). The kinetic slip length is $0.64\,l_N$, so Maxwell's estimate is about 8% low.

### Part (b): the window of widths

The two conditions together read $l_N\ll W\ll\sqrt{l_Nl_R}$, which also implies $l_N\ll l_R$, as assumed. If each correction is to be at most $\varepsilon$, then $W/l_N\ge9\pi/(8\varepsilon)$ and $W^2/(l_Nl_R)\le5\varepsilon/2$. Squaring the first and dividing by the second gives

$$\frac{l_R}{l_N}\ge\left(\frac{9\pi}{8}\right)^2\frac{2}{5\varepsilon^3}.$$

For $\varepsilon=0.1$ the ratio must be about 5000. This uses Maxwell's slip length; the kinetic equation puts the 10% marks at $W\approx39\,l_N$ and a ratio of about 5700. The corrections have opposite signs, so a value of $L$ close to $W^2/(3l_N)$ may come from cancellation and does not by itself establish Poiseuille flow. At $W=35\,l_N$ and $l_R=5000\,l_N$, for example, the kinetic $L$ is within 1% of $W^2/(3l_N)$, yet it grows locally as $W^{1.7}$, because both corrections lower the exponent.

### Part (c)

The product is $l_Nl_R=0.2\times20=4.0$ µm², against $W^2=2.25$ µm², so $X=0.75$. The other ratio is $l_N/W=0.13$. Both inequalities hold, but the leading corrections are $-0.4X^2=-22\%$ from resistance and $+47\%$ from slip, which are not small.

The two effects can be combined by requiring $U=-\zeta U'$ at $y=W/2$ in the solution of (3). With $U=Gl_R[1-A\cosh(y/D)]$, this gives $A=1/[\cosh X+(\zeta/D)\sinh X]$, and hence

$$L=l_R\left[1-\frac{\tanh X}{X}\,\frac{1}{1+(\zeta/D)\tanh X}\right].$$

Here $D=1.0$ µm, $\zeta=0.118$ µm and $\tanh X=0.635$, so

$$L=20\left[1-\frac{0.847}{1.075}\right]\approx4.2\ \text{µm}.$$

The kinetic solution gives 4.4 µm. The ideal Poiseuille value is 3.75 µm, and (4), without slip, gives 3.1 µm. From the kinetic $L$,

$$\kappa=\tfrac12(0.15\times10^6)(4\times10^3)(4.41\times10^{-6})\approx1300\ \text{W/(m K)},$$

against 6000 W/(m K) for a wide sample of the same material.

In this ribbon normal collisions help the heat along. With $l_R$ and the edges unchanged but normal collisions removed, $L$ falls from 4.4 to 3.1 µm. This holds only while $l_N$ is short enough compared with $W$: with $l_N=2$ µm, $L$ would be 2.5 µm, and at $W=0.5$ µm the ribbon's normal collisions lower $L$ from 1.4 to 1.1 µm. The edges take 78% of the momentum. The profile is flatter than a parabola that vanishes at the edges: the ratio of centre to mean drift is 1.32 instead of 1.5. The flow is viscous in character, but it is not developed Poiseuille flow.

The exponent $n=d\ln L/d\ln W$, taken at fixed free paths, shows the same thing. It would be 2 for ideal Poiseuille flow. The table gives kinetic results; the first four rows use the ribbon's free paths.

| Case | $l_N/W$ | $l_Nl_R/W^2$ | $n$ |
|---|---:|---:|---:|
| $W=0.05$ µm | 4 | 1600 | 0.88 |
| $W=0.97$ µm | 0.21 | 4.2 | 1.30 |
| $W=1.5$ µm | 0.13 | 1.8 | 1.23 |
| $W=20$ µm | 0.01 | 0.01 | 0.10 |
| $W=50\,l_N$, $l_R=10^5W$ | 0.02 | 2000 | 1.93 |

In the first row the product condition is amply met, but $l_N$ exceeds $W$ and the growth is slower than linear. In the fourth row $l_N$ is short but the product is too small. There $L\approx l_R(1-1/X)$ predicts $n=1/(X-1)=0.11$ for $X=10$, close to the kinetic value. The second row has the largest exponent among the widths scanned from 0.1 to 6 µm. With $l_R/l_N=100$, no scanned width brings the exponent near 2; the last row, with a far wider window, comes close.

### Comparison with real graphite

The input values are rough figures for good graphite near 70 K, and free paths vary with temperature and crystal quality. The speed and the heat capacity are separate estimates, not properties of one model phonon gas: a single two-dimensional branch per atomic layer (spacing 0.335 nm) with $v=4$ km/s would have a heat capacity of about 0.25 MJ/(m³ K) at 70 K, or 0.23 with a Debye cutoff at the zone size, not 0.15. This does not affect $L$ at the given free paths, but it makes the conductivities uncertain by a factor of about 1.5 to 1.7. Real free paths also depend on frequency. Taking $l_N\propto1/\omega$ and $l_R\propto1/\omega^2$, with the heat-capacity-weighted means of $l_N$ and $1/l_R$ held fixed, raises $L$ to 4.9 µm, or 12% above the kinetic value. A real ribbon also loses momentum at its top and bottom faces. For a thickness of 0.5 µm, a cross-plane speed of 1 km/s and 95% specular reflection, all assumed, the free path for this loss is about 40 µm, and $L$ drops by about 10%.

Diffuse edges are a reasonable assumption for typical phonons, whose wavelength of 0.76 nm is shorter than an assumed roughness of 1 nm. The specular fraction in the numerical output is for normal incidence only; phonons that meet the edge at a grazing angle are reflected much more specularly. For a gradient of 0.1 K/µm the drift is 0.6% of the phonon speed, which supports the linear treatment. Another simplification is the linear dispersion, since graphite has a flexural branch that is nearly quadratic over part of its range. For a purely quadratic branch above an assumed 3 meV, the squared correlation between crystal momentum and energy flux is 0.65, where linear dispersion gives 1; the value depends strongly on the cut, from 0.49 at 1 meV to 0.77 at 6 meV. Drift then no longer represents the whole heat flow. The resulting change in $L$ has not been calculated, so the conductivity above indicates a scale and is not a prediction for a particular ribbon. The remaining values are in the numerical output.

## Numbers as computed

```
Ribbon width W: 1.5 um
Normal free path lN: 0.2 um
Resistive free path lR: 20.0 um
Temperature: 70 K
Phonon speed: 4.0 km/s
Heat capacity: 0.15 MJ/(m3 K)
lN/W: 0.133
lN*lR: 4.00 um2
W^2: 2.25 um2
X = W/sqrt(lN*lR): 0.750
Upper width sqrt(lN*lR): 2.00 um
Friction length D: 1.00 um
Edge momentum share at X=1, no slip: 0.762
L / Poiseuille L at X=1, no slip: 0.715
Edge share, example, no slip: 0.847
Edge share, example, kinetic: 0.779
L, ideal Poiseuille: 3.75 um
L, friction without slip: 3.06 um
L, friction with Maxwell slip: 4.24 um
L, kinetic: 4.41 um
L, kinetic, no normal collisions: 3.10 um
Conductivity, wide sample: 6000 W/(m K)
Conductivity, ribbon, kinetic: 1324 W/(m K)
Centre/mean drift, kinetic: 1.319
Slip length/lN, Maxwell: 0.589
Slip length/lN, kinetic: 0.637
Slip correction 6*slip/W, Maxwell: 0.471
Friction correction 0.4*X^2: 0.225
W/lN for 10% slip correction: 35.3
Kinetic L / Poiseuille L there: 1.109
lN*lR/W^2 for 10% friction correction: 4.0
Kinetic L with / without friction there: 0.905
lR/lN needed for both: 4996
lR/lN in example: 100
Width exponent at 0.05 um: 0.88
Width exponent at 1.5 um: 1.23
Width exponent at 20 um: 0.10
Largest exponent in scan: 1.30
Width at largest exponent: 0.97 um
Exponent for W/lN=50, lR/W=1e5: 1.92
L with spread of free paths: 4.93 um
Typical phonon wavelength: 0.76 nm
Edge roughness assumed: 1.0 nm
Specular fraction at edges: 5.2e-119
Ribbon thickness assumed: 0.5 um
Cross-plane speed assumed: 1.0 km/s
Face specular fraction assumed: 0.95
Free path for face loss: 40 um
L with face loss: 3.95 um
Temperature gradient assumed: 0.1 K/um
Drift speed / phonon speed: 0.0063
Flexural branch lower cut assumed: 3.0 meV
Flexural momentum-heat overlap: 0.65
```
